\section*{Mean-field modulation staircases: commensurate search and cell-size convergence}

\section{When to accept a plateau}

A search over commensurate cells returns a plateau in the modulation wave number. Before reporting it as a lock-in phase, one must decide whether the largest cell was long enough. The plateau alone cannot settle this: finitely many cells offer finitely many wave numbers, so the search yields steps even when the true order is incommensurate. A locked step keeps a nonzero width however long the cells become, but a width that is constant over the few cell lengths tried does not prove locking. In the example below, a plateau more than 100 K wide passes that test without being shown to be locked.

\section{Model and onset}

Layer $i$ carries a mean pseudo-spin $m_i\in[-1,1]$, the layer polarization divided by its saturated value. Energies are divided by $k_B$ and given in kelvin. The summed in-plane coupling is $J_0$, adjacent layers couple through $J_1>0$ and second neighbours through $-J_2<0$. For a cell of $L$ layers the mean-field free energy is
\begin{equation}
F(m)=-\tfrac12 m\cdot Jm-T\sum_i s(m_i),\qquad f=F/L,
\end{equation}
\begin{equation}
s(m)=-\sum_{\pm}\frac{1\pm m}{2}\ln\frac{1\pm m}{2}.
\end{equation}
The diagonal of $J$ represents in-plane neighbours with the same mean value, not a self-interaction.

A cell has $n$ sign changes and repeats with the factor $(-1)^n$. Its wave number is $q=n/(2L)$ cycles per layer. Requiring $\gcd(n,L)=1$ removes duplicates; for odd $n$ the full period is $2L$.

A small wave of wave number $q$ sees the eigenvalue
\begin{align}
J(q)&=J_0+2J_1\cos2\pi q-2J_2\cos4\pi q\nonumber\\
&=J_0+2J_1c-2J_2(2c^2-1),\quad c=\cos2\pi q.
\end{align}
Since $s=\ln2-m^2/2+\dots$, the quadratic part of $F$ has coefficient $[T-J(q)]/2$, and order first appears at the maximum of $J(q)$. Setting $dJ/dc=2J_1-8J_2c=0$ gives $c_0=J_1/(4J_2)$, which requires $J_1<4J_2$, and
\begin{equation}
T_i=J_0+\frac{J_1^2}{4J_2}+2J_2 .
\end{equation}
For $J_0=360$, $J_1=90$ and $J_2=54$ K this is $360+37.5+108=505.5$ K, with $q_0=0.1816$. Diagonalizing a 600-layer ring gives the same onset.

\section{A descent iteration}

If $J$ is positive definite, then $\frac12(m'-m)\cdot J(m'-m)\ge0$. Expanding the square gives
\begin{equation}
-\tfrac12m'\cdot Jm'\le\tfrac12m\cdot Jm-m'\cdot Jm .
\end{equation}
Adding the entropy of $m'$ to both sides,
\begin{equation}
F(m')\le Q(m'|m)=\tfrac12m\cdot Jm-m'\cdot h-T\sum_i s(m_i'),
\end{equation}
where $h=Jm$ and $Q(m|m)=F(m)$. Because $s'(m)=-\operatorname{artanh}m$, the bound is least at
\begin{equation}
m_i'=\tanh(h_i/T).
\end{equation}
Its value there is
\begin{equation}
g(m)=\tfrac12m\cdot Jm-T\sum_i\ln\!\left[2\cosh(h_i/T)\right],
\end{equation}
so $F(m')\le g(m)\le F(m)$. Each update lowers $F$ or leaves it unchanged. An unconverged $g$ is still an upper bound on the minimum for that cell.

The condition on $J$ is easily checked. As a function of $c$, $J(q)$ is concave, so its minimum lies at $c=\pm1$. Here $J(0)=432$ K and $J(1/2)=J_0-2J_1-2J_2=72$ K, both positive. Random 14-layer starts at 150, 300 and 450 K showed no rise of $f$ in 60 updates. With $J_0=0$ and $T=100$ K, a staggered start of amplitude 0.1 raises $f$ by 13.4 K per layer in one update; that case needs damping or another minimizer.

\section{Seeds and pinning}

The seed is a smoothed form of $\cos(\pi ni/L+\varphi)$. Moving it by one layer changes $\varphi$ by $\pi n/L$, and reversing all signs changes it by $\pi$. As $n$ and $L$ are coprime, combinations of these produce the shift $\pi/L$. The energy therefore has period $\pi/L$ in $\varphi$, and reflection makes it even. Two symmetric stationary phases follow: $\varphi=0$ and $\varphi=\pi/(2L)$.

Near onset, for $L\ge3$, a wave of amplitude $A$ has $\langle m^2\rangle=A^2/2$ and $\langle m^4\rangle=3A^4/8$. With $T_q=J(q)$ and $-s=-\ln2+m^2/2+m^4/12+\dots$,
\begin{equation}
f+T\ln2\simeq\frac{T-T_q}{4}A^2+\frac{T}{32}A^4,\quad A^2=\frac{4(T_q-T)}{T}.
\end{equation}
The lowest phase-dependent term is $\cos2L\varphi$, which needs $2L$ powers of the amplitude. The pinning energy thus scales as $A^{2L}\propto(T_q-T)^L$. Between 1\% and 0.5\% below $T_q$, the computed powers are 3.00 for $L=3$ and 4.96 for $L=5$. Long cells near onset are consequently almost free to slide.

\section{Scheme and cost}

\begin{verbatim}
for each coprime (n,L), L <= Lmax, q in window:
  for phase in {0, pi/(2L)}:
    m = smoothed cosine, for all T at once
    repeat 300 times: m = tanh(J m / T)
    repeat 8 times:   clipped Newton step
    reject if residual > 1e-8
    reject if number of sign changes != n
  keep the lower accepted f(T)
at each T choose the lowest f
split every winner into connected T intervals
if a winner lies on the q window: widen it
repeat with larger Lmax and finer T
\end{verbatim}

Newton's method solves $r=\tanh(Jm/T)-m=0$ with matrix $1-DJ/T$, where $D_{ii}=1-\tanh^2(h_i/T)$. A free phase makes this matrix nearly singular, so $10^{-9}$ is added to its diagonal. The sign-change test prevents a relaxed state from being filed under the wrong wave number.

The number of cells in a fixed window grows as $L_{\max}^2$. Dense Newton steps cost $L^3$ each and about $L_{\max}^5$ in total per temperature. The coupling reaches only two layers, so a cyclic banded solver reduces this to about $L_{\max}^3$.

\section{Reading the staircase}

The scan used 26 cells with $L\le22$ and $1/6\le q\le1/4$, from 230 to 500 K in 1 K steps. On heating, the winners are
\begin{center}
\begin{tabular}{cc}
$q$ & interval (K)\\
$1/4$ & 230--271.8\\
$3/14$ & 271.8--273.9\\
$1/5$ & 273.9--314.5\\
$3/16$ & 314.5--328.3\\
$2/11$ & 328.3--331.6\\
$1/6$ & 331.6--372.6\\
$3/17$ & 372.6--373.7\\
$5/28$ & 373.7--380.5\\
$2/11$ & 380.5--500
\end{tabular}
\end{center}
The wave number falls to $1/6$ and then rises three times. The numerical output lists $2/11$ as one span of 171.7 K because it joins the first and last appearances; the same applies to its width at 490 K for the larger cells. The upper interval is about 119.5 K wide and is cut off by the end of the scan.

The value $1/6$ lies on the edge of the search window. States with $q<1/6$ were not tried, so this step is provisional. The window also ends at $1/4$, but there a symmetry helps. Reversing every second layer maps $q$ to $1/2-q$ and changes only the sign of the $J_1$ energy. A global minimum must therefore have $\sum_im_im_{i+1}\ge0$. This disfavours $q>1/4$ without strictly excluding it.

A possible reason for the $1/6$ step is its low-order pinning combined with a small quadratic cost: $J(1/6)=504$ K is only 1.5 K below $T_i$. This remains a conjecture.

\subsection{Growth of the cell}

Relative to the $L_{\max}=22$ result, the largest excess in $f$ is 0.12 K for $L_{\max}=6$, 0.024 K for 10 and 0.0002 K for 14. No cell longer than 17 layers wins on this temperature grid. On the 1 K grid the $1/5$ width is 49.5 K for $L_{\max}=6$ and 40.5 K from 10 onward; on a 0.1 K grid the 13-layer cell with $q=5/26$ wins at 314.4 and 314.5 K and trims this by about 0.1 K.

The upper $2/11$ plateau shows why such stability can mislead. Near onset $J(q)$ is parabolic about $q_0$, and $2/11-q_0\simeq0.00022$. In terms of $n/L=2q$, a better cell must lie within $4\times0.00022=0.00088$ of $4/11$. Two different fractions satisfy $|n/L-4/11|\ge1/(11L)$, hence
\begin{equation}
L>\frac{1}{11\times0.00088}\simeq100 .
\end{equation}
Near onset, increasing $L_{\max}$ from 14 to 22 therefore cannot reveal whether this plateau is locked. At 490 K its two phases differ by only about $10^{-10}$ K per layer, so no appreciable pinning supports a lock there; at 480, 490 and 500 K the cell $n/L=77/212$ lies lower by a few $10^{-6}$ K per layer. The lower part of the plateau is different: the pinning is 0.06 K per layer at 381 K, 0.015 K at 400 K and $6\times10^{-6}$ K at 460 K, and between 381 and 460 K none of the longer cells tried (all nearby ones with $L\le55$, selected ones up to $L=212$) lies below $2/11$.

\subsection{Chains of every period}

The $1/5$ state was also compared with chains of unrestricted period. Let $V_t(a,b)$ be the least energy of a chain of $t$ added layers ending in values $a,b$. With $\phi(c)=-J_0c^2/2-Ts(c)$,
\begin{equation}
V_{t+1}(b,c)=\phi(c)-J_1bc+\min_a[V_t(a,b)+J_2ac].
\end{equation}
This map preserves order and commutes with adding a constant. If $V_{t+K}\ge V_t+K\alpha$ everywhere, repetition shows that no long chain has mean energy below $\alpha$; the reverse inequality gives an upper bound. The smallest and largest values of $(V_{t+K}-V_t)/K$ therefore bracket the optimum on the chosen grid of $m$.

At 294.2 K, with 101 grid values and $K=360$, both bounds are $-248.822$ K. The continuous $1/5$ state has $f=-248.834$ K. The grid has $m=\sin\theta$ with spacing $\Delta\theta=\pi/100$, and the entropy part of the rounding cost is typically $T(\Delta\theta)^2/24\simeq0.012$ K. The couplings also contribute, so this estimate explains the order of magnitude of the 0.011 K difference, not its exact value. The check thus disfavours any competitor lower by more than about 0.01 K; it is not a proof in the continuum. The next cell in the scan lies 0.041 K higher.

The layer values are $0.961,0.743,-0.897,-0.897,0.743$. The smallest eigenvalue of the second-derivative matrix is 222 K, so the state is a local minimum against all small changes within its cell, sliding included. The printed pinning energy is nevertheless zero. The second seed has a layer with $m=0$, where the diagonal curvature is $T-J_0=294-360<0$. That state is a saddle, from which rounding errors can grow, and both seeds ended at the same energy. A vanishing difference between relaxed seeds therefore does not prove that pinning is absent. Keeping the second state antisymmetric about its $m=0$ layer at every update prevents the escape; the two symmetric states then differ by about 2.6 K per layer.

\section{Exponential convergence of an edge}

The $q=1/4$ phase has the pattern $++--$. Insert one three-layer band among $k$ two-layer bands, so $L=2k+3$ and $n=k+1$. The cost of this wall is $\sigma_k=L(f_k-f_{1/4})$. At $T=0$ the nearest-neighbour products sum to $L-2n=1$. Among second-neighbour products one is positive, and their sum is $1-(L-1)=2-L$. Thus
\begin{align}
\sigma_k&=[-\tfrac12J_0L-J_1-J_2(L-2)]-L[-\tfrac12J_0-J_2]\nonumber\\
&=2J_2-J_1=18\ \text{K}.
\end{align}
The wall energy computed at 40 K agrees.

At finite temperature, walls interact through their tails. All layers of $++--$ have the same $|m|$, so a small deviation $u_i\propto z^i$ obeys
\begin{equation}
\frac{T}{1-m^2}-J_0=J_1\left(z+\frac1z\right)-J_2\left(z^2+\frac1{z^2}\right).
\end{equation}
Let $b$ be the background between two walls, and $b+u$ and $b+v$ the two single-wall states. Superpose them as $b+u+v$ and cut the chain between the walls. To the left of the cut $v$ is small, and stationarity of $b+u$ gives
\begin{equation}
\phi'(b_i+u_i)-\phi'(b_i)=\sum_jJ'_{ij}u_j ,
\end{equation}
where $J'$ contains the interlayer couplings. The corresponding relation with $u$ and $v$ exchanged holds on the right. Subtracting the single-wall energies leaves on-site terms $\sum_jJ'_{ij}u_jv_i$ on the left, $\sum_jJ'_{ij}v_ju_i$ on the right, and bond terms $-\sum_{ij}J'_{ij}u_jv_i$. Everything cancels except across the cut:
\begin{equation}
I=\sum_{i\,\mathrm{right},\,j\,\mathrm{left}}J'_{ij}(u_iv_j-u_jv_i).
\end{equation}
For linear tails, $I$ does not depend on where the cut is placed. With $u_i=\operatorname{Re}(Az^i)$ and $v_i=\operatorname{Re}(Bz^{L-i})$, terms mixing $z$ and $\bar z$ would vary with the cut and must vanish. What remains is $\operatorname{Re}(C'z^L)$. Adding two layers multiplies this by $z^2$ and reverses the second wall, so to leading order
\begin{equation}
\sigma_k=\sigma_\infty+\operatorname{Re}[C(-z^2)^k].
\end{equation}

At the edge $|z|=0.198$ and $-z^2=0.03715+0.01225i$. Successive differences $D_k=\sigma_{k+1}-\sigma_k$ should satisfy $D_{k+2}=2\operatorname{Re}(-z^2)D_{k+1}-|z|^4D_k$. The linear theory gives coefficients 0.07430 and 0.001530; the wall energies give 0.07435 and 0.001532.

The edge found with $L=3,5,7,9$ is 283.27, 272.39, 271.82 and 271.79 K, and longer cells leave the last value unchanged at this precision. The complex multiplier makes the interaction oscillate, but sign changes are about ten values of $k$ apart, over which its amplitude falls by some $10^{14}$. That has no practical effect here.

These edges also expose a gap in the scan. Between 271.789 and 271.818 K the nine-layer cell lies below $1/4$, while $3/14$ lies above it. At least one further state wins there, unseen on a 1 K grid. Finer grids with $L\le27$ show narrow steps $5/22$ and $2/9$ at this edge, $5/26$ near 314.4 K, $5/28$ from 331.4 to 331.6 K, $4/23$ near 372.6 K and $9/50$ near 380.4 K, so the edges in the table are good to about 0.3 K only. Cell length and temperature step must be refined together. The results are compatible with a devil's staircase but do not establish infinitely many steps.

\section{Lead zirconate as a scale}

The parameters are set near the lead zirconate family: ordering near 500 K and a low-temperature $++--$ pattern along [110]. Lead zirconate itself keeps four-layer order to near its ordering temperature, whereas this model loses it at 272 K, so the staircase is no prediction for that compound. Real crystals have strain, oxygen-octahedron rotations and dipoles of variable length, all omitted here; their effect on the edges is not estimated.

For a rough saturated polarization of 30 $\mu$C/cm$^2$ and a 0.41 nm cell edge, the dipole is $p=2.07\times10^{-29}$ C\,m. At 200 K the uniform and $++--$ states have equal free energy at $pE/k_B=17.6$ K, or
\begin{equation}
E=\frac{17.6\,k_B}{p}=0.12\ \text{MV/cm}.
\end{equation}
This is about a quarter of an assumed breakdown field of 0.5 MV/cm; breakdown depends strongly on sample form, and bulk ceramics can fail at fields comparable to the computed one. It is a two-state equilibrium field, not a switching field. Nor is it a transition of the model: at this field the $+++--$ state lies about 0.9 K per layer below both. In zero field at 294 K the $1/5$ state has mean $m=0.13$, hence a net polarization of 3.9 $\mu$C/cm$^2$.

Correlations are the largest neglected effect sized here. Let $v_{ij}=J_{ij}/T$ between individual spins, with $v_{ii}=0$. To second order the correlation matrix is $1+v+v^2-\operatorname{diag}(v^2)$, and its inverse is $1-v+\operatorname{diag}(v^2)$. The onset condition gains $\sum_jJ_{ij}^2/T$. The size depends on how the couplings are split into bonds. The (110) layers of lead zirconate have a different coordination; for a simple-cubic (001) stack with four in-plane bonds of 90 K,
\begin{equation}
\frac{4(90)^2+2(90)^2+2(54)^2}{505.5}\simeq108\ \text{K},
\end{equation}
a first downward shift of 21\% of $T_i$. Solving the corrected condition for $T$, instead of inserting $T_i$ in the denominator, gives about 155 K, so the expansion sets only the scale of the shift. Enumeration of an eight-spin ring at 5000 K agrees with the expansion to within 0.3 K. Spreading $J_0$ over many in-plane neighbours removes the first term but leaves 44 K in the same second-order estimate. By comparison, a rough 50 cm$^{-1}$ polar mode at 300 K adds a quantum free energy of $(\hbar\omega)^2/(24k_BT)\simeq0.0024\,k_BT$, equivalent to 0.7 K.

\section*{Computed results}
\begin{verbatim}
couplings J0, J1, J2 = 360, 90, 54 K; J1 = 7.756 meV
onset: T_i = 505.50 K, q0 = 0.18160 cycles/layer
600-layer ring: largest eigenvalue 505.500 K, smallest 72.000 K
first-step rise of f for J0 = 0, T = 100 K: 13.354 K
pinning powers near onset: L=3: 3.004, L=5: 4.963
scan: 26 cells up to L = 22, T = 230 to 500 K, step 1 K
rises of q on heating: 3
step q = 1/4 (L=2): 230.00 to 271.82 K, width 41.82 K
step q = 3/14 (L=7): 271.82 to 273.91 K, width 2.09 K
step q = 1/5 (L=5): 273.91 to 314.45 K, width 40.54 K
step q = 3/16 (L=8): 314.45 to 328.32 K, width 13.87 K
step q = 2/11 (L=11): 328.32 to 500.00 K, width 171.68 K
step q = 1/6 (L=3): 331.60 to 372.61 K, width 41.01 K
step q = 3/17 (L=17): 372.61 to 373.72 K, width 1.11 K
step q = 5/28 (L=14): 373.72 to 380.48 K, width 6.76 K
q at 300 K = 1/5 = 0.20000
q at 350 K = 1/6 = 0.16667
q at 400 K = 2/11 = 0.18182
q at 450 K = 2/11 = 0.18182
q at 500 K = 2/11 = 0.18182
Lmax, steps seen, max excess f (K), width of 1/5 (K), width of step at 490 K (K):
   6   3  0.120234  49.466  178.148
  10   5  0.023796  40.540  185.553
  14   7  0.000173  40.540  171.679
  18   8  0.000000  40.540  171.679
  22   8  0.000000  40.540  171.679
wall energy at 40 K = 18.0000 K; 2*J2-J1 = 18.0000 K
++-- edge against one 3-band and 0 2-bands (L=3): 283.267996 K
++-- edge against one 3-band and 1 2-bands (L=5): 272.386398 K
++-- edge against one 3-band and 2 2-bands (L=7): 271.817639 K
++-- edge against one 3-band and 3 2-bands (L=9): 271.789345 K
++-- edge against one 3-band and 4 2-bands (L=11): 271.788099 K
++-- edge against one 3-band and 5 2-bands (L=13): 271.788050 K
++-- edge against one 3-band and 6 2-bands (L=15): 271.788048 K
++-- edge against one 3-band and 7 2-bands (L=17): 271.788048 K
lowest ++-- edge = 271.788048 K; m there = 0.91898
tail multiplier z: |z| = 0.19778, -z^2 = 0.03715 +0.01225i
2Re(-z^2): linear 0.074295, from wall energies 0.074346
|z|^4: linear 0.0015300, from wall energies 0.0015321
q=1/5 at T = 294.18 K: m = 0.9611, 0.7430, -0.8973, -0.8973, 0.7430
  f = -248.83355 K, pinning 0.00000 K/layer, least curvature 222.243 K
  next best cell lies higher by 0.04092 K
  all-period grid bounds on f: -248.82213 to -248.82213 K
  net polarization = 3.915 uC/cm2 (saturated 30, rough)
pinning of q=2/11 at 490 K = 1.497e-10 K/layer
cell edge 0.41 nm (rough), dipole = 2.068e-29 C m
AFE-FE crossing field at 200 K: 17.634 K = 0.1178 MV/cm
  share of a rough breakdown field 0.5 MV/cm: 0.236
neglected correlations: first shift of T_i = -107.7 K (21.3 %)
neglected quantum term (hw/kT)^2/24, 50 cm^-1, 300 K: 0.00240
\end{verbatim}
